# How a spacer weakens remote Coulomb and phonon scattering

## The question

Electrons in a transistor channel can be scattered by charges that lie outside it. The charge may be a fixed centre in the gate stack (remote Coulomb scattering) or the polarization charge of a lattice vibration there (remote phonon scattering). A thin spacer keeps such sources away from the channel.

Use the following model. The layers are flat, uniform in the plane, and stacked along $z$. A source lies in the plane $z=0$. The spacer fills $0<z<d$, the channel material fills $z>d$, and a backing material fills $z<0$. Their permittivities are $\varepsilon_s$, $\varepsilon_c$ and $\varepsilon_b$, all isotropic, real and positive, with $\varepsilon=\kappa\varepsilon_0$. The response is linear and local, retardation is neglected, and the spacer holds no free charge. Unless a part says otherwise, $\varepsilon_b=\varepsilon_s$.

The in-plane position is $\mathbf r$, and the in-plane Fourier transform of the potential is

$$\phi_q(z)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\,\phi(\mathbf r,z),\qquad q=|\mathbf q| .$$

It has the unit V m². For numerical work take $q=0.5\ \mathrm{nm^{-1}}$, $d=1$ nm, $\kappa_s=4$ and $\kappa_c=12$. These are round model parameters. The electron charge is $-e$.

## Part (a)

**Find the form of $\phi_q(z)$ in a charge-free layer, and the conditions that join two layers.**

**Answer.** In a uniform layer without charge, Poisson's equation is $\nabla^2\phi=0$. Under the Fourier transform each in-plane derivative becomes a factor $iq_x$ or $iq_y$, so the two in-plane second derivatives together give $-q^2\phi_q$. Hence

$$\frac{d^2\phi_q}{dz^2}=q^2\phi_q ,\qquad \phi_q(z)=A\,e^{-qz}+B\,e^{qz}.$$

Across the layer, a potential that varies as a wave in the plane is therefore a sum of a decaying and a growing exponential. Their length scale is $1/q$ and does not depend on the permittivity. Physically, a rippled charge sheet has positive and negative regions side by side. Close to the sheet the nearest region dominates, while at a distance large compared with $1/q$ their contributions nearly cancel.

At a boundary $\phi_q$ is continuous. To find the second condition, write Poisson's equation with a varying permittivity and a sheet charge whose transform is $\sigma_q$, located at $z_0$:

$$-\frac{d}{dz}\left(\varepsilon\frac{d\phi_q}{dz}\right)+\varepsilon q^2\phi_q=\sigma_q\,\delta(z-z_0).$$

Integrate over a vanishingly thin interval around $z_0$. The term in $q^2$ is finite and contributes nothing, which leaves

$$\varepsilon\phi_q'\big|_{z_0^-}-\varepsilon\phi_q'\big|_{z_0^+}=\sigma_q .$$

Where there is no sheet charge, $\varepsilon\phi_q'$ is continuous.

## Part (b)

**A point charge $e$ sits at $\mathbf r=0$, $z=0$ in an unbounded medium of permittivity $\varepsilon_s$. Find $\phi_q(z)$, and its value at $z=d$.**

**Answer.** The sheet density is $e\,\delta^2(\mathbf r)$. Its transform is $\sigma_q=e$ for every $\mathbf q$, so a point charge contains all in-plane wave vectors with equal weight.

The potential must vanish far away on both sides and be continuous at $z=0$. This requires $\phi_q=A\,e^{-q|z|}$. The slopes on the two sides of the sheet are $\phi_q'(0^-)=qA$ and $\phi_q'(0^+)=-qA$. The jump condition then reads $\varepsilon_s qA+\varepsilon_s qA=e$, so that

$$\phi_q(z)=\frac{e}{2\varepsilon_s q}\,e^{-q|z|}.$$

With $e/\varepsilon_0=18.0951$ V nm and $e^{-0.5}=0.6065$,

$$\phi_q(d)=\frac{18.0951\times0.6065}{2\times4\times0.5}\ \mathrm{V\,nm^2}=2.74\ \mathrm{V\,nm^2}.$$

For a remote phonon, $e$ is replaced by the amplitude $\sigma_q$ of the oscillating polarization charge, and the potential carries a factor $e^{-i\omega t}$. The permittivities then describe the rest of the response at the frequency $\omega$. The polarization already counted as the source must not be counted again in them.

## Part (c)

**Now let the channel material fill $z>d$. Find the potential at the interface and inside the channel, with and without the spacer.**

**Answer.** The solutions that remain finite are

$$\phi_q=\begin{cases}C\,e^{qz}, & z<0,\\ A\,e^{-qz}+B\,e^{qz}, & 0<z<d,\\ D\,e^{-q(z-d)}, & z>d.\end{cases}$$

The term in $B$ is the part reflected by the change of permittivity at the channel.

At the source plane, continuity gives $C=A+B$. The slopes are $\phi_q'(0^-)=qC$ and $\phi_q'(0^+)=-q(A-B)$. With permittivity $\varepsilon_s$ on both sides, the jump condition is

$$\varepsilon_s q(A+B)+\varepsilon_s q(A-B)=e ,\qquad\text{so}\qquad A=\frac{e}{2\varepsilon_s q}.$$

The amplitude $B$ has dropped out. The reflected part passes through the source plane into a medium of the same permittivity and is not sent back. The part travelling towards the channel is therefore the same as in part (b).

At the channel interface the two conditions are

$$A e^{-qd}+B e^{qd}=D,\qquad \varepsilon_s\left(A e^{-qd}-B e^{qd}\right)=\varepsilon_c D .$$

Multiply the first by $\varepsilon_s$ and add the second. The terms in $B$ cancel, leaving $2\varepsilon_s A e^{-qd}=(\varepsilon_s+\varepsilon_c)D$. Inserting $A$ gives

$$\phi_q(d)=D=\frac{e}{(\varepsilon_s+\varepsilon_c)\,q}\,e^{-qd}.$$

At a depth $\zeta=z-d$ inside the channel, the potential is $\phi_q(d)\,e^{-q\zeta}$.

Without the spacer, the source lies directly on the interface and the exponential is replaced by 1:

$$\phi_q^{(0)}=\frac{18.0951}{(4+12)\times0.5}\ \mathrm{V\,nm^2}=2.262\ \mathrm{V\,nm^2}.$$

With the spacer,

$$\phi_q(d)=2.262\times0.6065\ \mathrm{V\,nm^2}=1.372\ \mathrm{V\,nm^2}.$$

The second value is half of that in part (b), because the interface transmits the fraction $2\varepsilon_s/(\varepsilon_s+\varepsilon_c)=8/16$ of the incident potential. This fraction depends on the permittivities but not on $d$. It changes the strength of the coupling, but not the ratio between the cases with and without the spacer.

## Part (d)

**Find the factor by which the spacer changes the squared matrix element for scattering from $\mathbf k$ to $\mathbf k+\mathbf q$, and evaluate it.**

**Answer.** Take the channel states as

$$\psi_{\mathbf k}(\mathbf r,\zeta)=\frac{1}{\sqrt S}\,\chi(\zeta)\,e^{i\mathbf k\cdot\mathbf r},$$

where $S$ is the area and $\int_0^\infty|\chi|^2d\zeta=1$. The envelope $\chi$ is assumed to vanish outside the channel and to stay the same when the spacer is inserted. The potential energy of the electron is $-e\phi$. The product of the final state's complex conjugate and the initial state contains $e^{-i\mathbf q\cdot\mathbf r}$, so the in-plane integral is the Fourier transform defined above:

$$M=-\frac{e}{S}\int_0^\infty|\chi(\zeta)|^2\,\phi_q(d+\zeta)\,d\zeta
=-\frac{e}{S}\,\phi_q(d)\int_0^\infty|\chi(\zeta)|^2e^{-q\zeta}\,d\zeta .$$

The last integral is a form factor. It describes how the coupling is weakened because the potential decays between the interface and the depths where the electron is found. It does not contain $d$, so it cancels when the matrix elements with and without the spacer are divided:

$$\frac{M(d)}{M(0)}=\frac{\phi_q(d)}{\phi_q^{(0)}}=e^{-qd}.$$

In the lowest Born approximation, Fermi's golden rule makes the transition rate proportional to $|M|^2$. The required factor is

$$\frac{|M(d)|^2}{|M(0)|^2}=e^{-2qd}.$$

For the given values $qd=0.5\ \mathrm{nm^{-1}}\times1\ \mathrm{nm}=0.5$, and so

$$e^{-2qd}=e^{-1}=0.368\approx0.37 .$$

The potential falls to 61% of its value without the spacer, and the squared coupling to 37%, a reduction of 63%. The exponent has a factor 2 because the rate depends on the square of the potential. The length over which the squared coupling falls by a factor $e$ is $1/(2q)$, which is 1 nm here.

The result does not require a single charge. Suppose that many charges lie in the plane $z=0$ or behind it, and that inserting the spacer moves them all back by $d$ without changing their arrangement. Each contribution to $M$ acquires the same factor $e^{-qd}$. The interference between the charges is unchanged, and the squared sum is again multiplied by $e^{-2qd}$.

## Part (e)

**The channel electrons also screen the source. Show, for a linear screening sheet, that the factor found in part (d) is unchanged.**

**Answer.** Represent the screening electrons by a sheet at depth $\zeta_s$ in the channel. Let its induced charge be proportional to the total potential there,

$$\sigma_q^{\rm ind}=-2\varepsilon_c q_s\,\phi_q(\zeta_s),$$

where $q_s$ is a screening wave number and potentials are now labelled by depth. The minus sign expresses that electrons gather where the potential is positive.

Let $G_q(\zeta,\zeta_s)$ be the potential at depth $\zeta$ caused by a unit sheet charge at $\zeta_s$. Below the interface this charge meets a half-space of permittivity $\varepsilon_s$, whether or not the spacer is present, because spacer and backing have equal permittivity. Thus $G_q$ does not depend on $d$.

If $\phi_q^{\rm u}$ is the unscreened potential from part (c), the total is

$$\phi_q(\zeta)=\phi_q^{\rm u}(\zeta)-2\varepsilon_c q_s\,G_q(\zeta,\zeta_s)\,\phi_q(\zeta_s).$$

Setting $\zeta=\zeta_s$ and solving for the potential at the sheet gives

$$\phi_q(\zeta_s)=\frac{\phi_q^{\rm u}(\zeta_s)}{1+2\varepsilon_c q_s\,G_q(\zeta_s,\zeta_s)} .$$

Insert this into the previous equation:

$$\phi_q(\zeta)=\phi_q^{\rm u}(\zeta)-\frac{2\varepsilon_c q_s\,G_q(\zeta,\zeta_s)}{1+2\varepsilon_c q_s\,G_q(\zeta_s,\zeta_s)}\,\phi_q^{\rm u}(\zeta_s).$$

Both terms on the right are proportional to $e^{-qd}$, and nothing else depends on $d$. The screened matrix element is therefore also multiplied by $e^{-qd}$ when the spacer is inserted.

For a numerical case, take $q_s=0.5\ \mathrm{nm^{-1}}$, $\zeta_s=2$ nm, and an electron density $|\chi|^2$ proportional to $\zeta^2e^{-2\zeta/(1\,\mathrm{nm})}$. Poisson's equation was solved by finite differences with a step of 0.01 nm. Screening multiplies the matrix element by 0.73, yet the spacer still multiplies its square by 0.368. At a fixed $q$, screening thus lowers the squared coupling with and without the spacer in the same proportion. This assumes that inserting the spacer leaves $q_s$ itself unchanged; a change of electron density, for example, can alter it.

## Part (f)

**Let the backing have a different permittivity $\varepsilon_b$. Find the new attenuation factor, and evaluate it for $\kappa_b=20$ without screening.**

**Answer.** The three forms of $\phi_q$ in part (c) still apply, and so do the conditions at the channel. Eliminating $D$ from those conditions gives

$$\varepsilon_s\left(A e^{-qd}-B e^{qd}\right)=\varepsilon_c\left(A e^{-qd}+B e^{qd}\right).$$

Collecting the terms in $A$ and $B$,

$$B e^{qd}=r\,A e^{-qd},\qquad r=\frac{\varepsilon_s-\varepsilon_c}{\varepsilon_s+\varepsilon_c},\qquad D=(1+r)A e^{-qd}.$$

At the source plane the jump condition now contains both permittivities:

$$\varepsilon_b q(A+B)+\varepsilon_s q(A-B)=e .$$

Substitute $B=rA e^{-2qd}$ and collect terms:

$$A=\frac{e}{q}\,\frac{1}{(\varepsilon_b+\varepsilon_s)+r(\varepsilon_b-\varepsilon_s)e^{-2qd}} .$$

The interface potential is $D=(1+r)Ae^{-qd}$. Dividing it by its value at $d=0$ gives

$$\frac{M(d)}{M(0)}=e^{-qd}R,\qquad
R=\frac{(\varepsilon_b+\varepsilon_s)+r(\varepsilon_b-\varepsilon_s)}{(\varepsilon_b+\varepsilon_s)+r(\varepsilon_b-\varepsilon_s)e^{-2qd}} .$$

For $\varepsilon_b=\varepsilon_s$ the extra factor $R$ is 1, and part (d) is recovered. It is also 1 for $\varepsilon_c=\varepsilon_s$, since then $r=0$ and nothing is reflected at the channel.

For $\kappa_b=20$, the reflection coefficient is $r=(4-12)/(4+12)=-0.5$, and

$$R=\frac{24-0.5\times16}{24-0.5\times16\times0.3679}=0.760 .$$

The squared coupling is multiplied by $(0.6065\times0.760)^2=0.212$, instead of 0.368.

The reason for the stronger reduction can be read from the amplitude $A$. Define $\rho=(\varepsilon_b-\varepsilon_s)/(\varepsilon_b+\varepsilon_s)$. Then

$$A=\frac{e}{q(\varepsilon_b+\varepsilon_s)}\,\frac{1}{1+\rho r e^{-2qd}}
=\frac{e}{q(\varepsilon_b+\varepsilon_s)}\left[1-\rho r e^{-2qd}+(\rho r)^2e^{-4qd}-\dots\right].$$

Successive terms describe successive round trips through the spacer. Here $\rho r$ is negative, so every term in the bracket is positive and the reflections strengthen the potential. A thicker spacer weakens each round trip and removes part of this gain, in addition to the direct loss $e^{-qd}$. When $\varepsilon_s$ lies between $\varepsilon_b$ and $\varepsilon_c$, $\rho r$ is positive and $R$ exceeds 1, so the spacer attenuates less than $e^{-2qd}$.

For a remote phonon there is a further restriction. The calculation holds the source amplitude fixed, but the frequency and amplitude of a real interface vibration can change with $d$. They must then be found from the vibration problem of the whole stack, and the factors above cover only the transfer of the potential from source to channel.

## Part (g)

**Return to $\varepsilon_b=\varepsilon_s$. Does a 1 nm spacer reduce the momentum relaxation rate due to fixed charges to 37%? Consider an isotropic band and an electron with $k=0.25\ \mathrm{nm^{-1}}$.**

**Answer.** Not in general, because the factor depends on $q$. For $d=1$ nm it takes these values:

| $q$ (nm⁻¹) | $e^{-2qd}$ |
|---|---|
| 0.25 | 0.61 |
| 0.50 | 0.37 |
| 1.00 | 0.14 |

The spacer acts as a filter that suppresses short-range ripples of the potential more than long-range ones.

Scattering from a fixed charge is elastic. If the electron stays in one isotropic band whose energy rises steadily with $k$, the initial and final wave vectors therefore have the same length $k$. If $\theta$ is the angle between them,

$$q^2=k^2+k^2-2k^2\cos\theta=4k^2\sin^2(\theta/2),\qquad q=2k\sin(\theta/2).$$

For $k=0.25\ \mathrm{nm^{-1}}$ the largest value is $q=2k=0.5\ \mathrm{nm^{-1}}$, reached in backscattering. The value 0.37 therefore belongs to backscattering, and every smaller angle is attenuated less.

The momentum relaxation rate is an integral over $\theta$ of $|M|^2$ with the weight $1-\cos\theta$. Let $W(\theta)\ge0$ be the whole integrand without the spacer. Then

$$\frac{\tau^{-1}(d)}{\tau^{-1}(0)}=\frac{\int_0^\pi W(\theta)\,e^{-2q(\theta)d}\,d\theta}{\int_0^\pi W(\theta)\,d\theta} .$$

This is a weighted average of numbers between $e^{-1}$ and 1, so the momentum relaxation rate of this electron falls to somewhere between 37% and 100% of its former value. Where it lies in that range depends on $W$, and hence on screening and on the form factor. An electron with larger $k$ also reaches $q>0.5\ \mathrm{nm^{-1}}$, and its average may fall below 37%.

The mobility consequently cannot be obtained by dividing by 0.37. It requires the average over angle and over the electron energies, together with the other scattering processes, which the spacer may leave unchanged. A spacer of 1 nm is also only a few atomic layers thick, so a uniform permittivity with sharp boundaries is itself an approximation.

Two features of real stacks also lie outside the model. A metal gate whose distance behind the source is not large compared with $1/q$ reflects the potential and can change the factor $e^{-2qd}$. In a layered crystal such as hexagonal boron nitride, the permittivity differs along and across the layers, and the decay length is then no longer $1/q$.
